\section*{Mean Force from Any Dual Vector Field, Applied to a Bond Angle}

\section{A particle in a plane}

Let a classical particle move in a plane with potential energy $V(r,\phi)$ at temperature $T$, and write $\beta=1/(k_BT)$. The probability density of its distance $r$ from the origin is
\begin{equation}
\rho(r)\propto r\int_0^{2\pi}e^{-\beta V(r,\phi)}\,d\phi ,
\label{eq:plane}
\end{equation}
where the factor $r$ comes from the area element. With the free energy $A=-k_BT\ln\rho$, differentiation gives
\begin{equation}
A'(r)=\left\langle \frac{\partial V}{\partial r}\right\rangle_r-\frac{k_BT}{r},
\label{eq:planeforce}
\end{equation}
the average being over $\phi$ with weight $e^{-\beta V}$ at fixed $r$. The first term is the slope of $V$ along $\hat r$. The second is $-k_BT\,\nabla\cdot\hat r$, since $\nabla\cdot\hat r=1/r$ in a plane: a larger circle offers more room.

The path from one circle to the next need not be radial. Take $w=\hat r+\kappa(\phi)\hat\phi$ with $\kappa$ periodic. It still raises $r$ at unit rate, and its divergence is $1/r+\kappa'/r$. The quantity $w\cdot\nabla V-k_BT\nabla\cdot w$ changes by $(\kappa\,\partial_\phi V-k_BT\kappa')/r$, whose average is zero because
\begin{equation}
\int_0^{2\pi}\left(\kappa\,\partial_\phi V-k_BT\kappa'\right)e^{-\beta V}d\phi
=-k_BT\int_0^{2\pi}\frac{d}{d\phi}\left(\kappa e^{-\beta V}\right)d\phi=0 .
\end{equation}
The slope and the divergence each depend on the path; the mean of their combination does not.

\section{The general formula}

Let $x$ be the Cartesian coordinates of all nuclei, treated classically, and $\xi(x)$ a smooth collective variable. In first-principles dynamics $V(x)$ is the electronic ground-state energy, and $-\nabla V$ are the forces computed at each step. Define
\begin{equation}
\rho(z)=\frac{1}{Q}\int\delta(\xi(x)-z)\,e^{-\beta V}dx,\qquad
A(z)=-k_BT\ln\rho(z),
\label{eq:rho}
\end{equation}
with $Q=\int e^{-\beta V}dx$, and the conditional average
\begin{equation}
\langle g\rangle_z=\frac{\int g\,\delta(\xi-z)\,e^{-\beta V}dx}{\int\delta(\xi-z)\,e^{-\beta V}dx}.
\label{eq:cond}
\end{equation}
A vector field $w(x)$ is dual to the gradient of $\xi$ if
\begin{equation}
w\cdot\nabla\xi=1 .
\label{eq:dual}
\end{equation}
Any field $v$ with $v\cdot\nabla\xi\neq0$ supplies one, $w=v/(v\cdot\nabla\xi)$. By the chain rule and (\ref{eq:dual}),
\begin{equation}
w\cdot\nabla\delta(\xi-z)=\delta'(\xi-z)\,w\cdot\nabla\xi=\delta'(\xi-z).
\end{equation}
The derivative with respect to $z$ has the opposite sign, $\partial_z\delta(\xi-z)=-\delta'(\xi-z)$. Hence
\begin{align}
\rho'(z)&=-\frac1Q\int e^{-\beta V}\,w\cdot\nabla\delta(\xi-z)\,dx\nonumber\\
&=\frac1Q\int\delta(\xi-z)\,\nabla\cdot\left(w\,e^{-\beta V}\right)dx\nonumber\\
&=\frac1Q\int\delta(\xi-z)\left(\nabla\cdot w-\beta\,w\cdot\nabla V\right)e^{-\beta V}dx .
\label{eq:parts}
\end{align}
The second line is an integration by parts. Since $A'=-k_BT\rho'/\rho$, division by $\rho$ gives
\begin{equation}
A'(z)=\langle f_w\rangle_z,\qquad f_w=w\cdot\nabla V-k_BT\,\nabla\cdot w .
\label{eq:main}
\end{equation}
The mean force is $-A'$, and $-f_w$ is its local value. No second derivative of $V$ is needed.

The integration by parts requires that no flux of $w\,e^{-\beta V}$ on the surface $\xi=z$ leave through the boundary. For a free molecule one puts the centre in a periodic box; if $w$ depends on relative positions alone, the fluxes through opposite faces cancel. Where $w$ is singular, the flux through a small surface around the singularity must vanish.

If $w_1$ and $w_2$ are both dual, $u=w_1-w_2$ satisfies $u\cdot\nabla\xi=0$, and subtraction of the two forms of (\ref{eq:main}) gives
\begin{equation}
\langle u\cdot\nabla V-k_BT\,\nabla\cdot u\rangle_z=0 .
\label{eq:zero}
\end{equation}
The choice of $w$ therefore leaves the mean alone but can change the spread of $f_w$, and with it the number of independent samples needed. The length of a dynamical run depends also on how fast the fluctuations of $f_w$ decorrelate.

\section{Which simulations supply the average}

A bias $U(\xi)$ added to $V$ multiplies the numerator and the denominator of (\ref{eq:cond}) by the same factor $e^{-\beta U(z)}$. Data from such a biased run can be used at each $z$ as they stand, provided that $\nabla V$ in $f_w$ excludes the bias force.

A run with $\xi$ held rigidly at $z$ has a different weight. Take coordinates $(\xi,s)$ with kinetic energy $\frac12\dot q^{T}g\,\dot q$. The Cartesian volume element is proportional to $\sqrt{\det g}\,d\xi\,ds$. In the constrained run, canonical in $s$ and its momenta, the momentum integral leaves $\sqrt{\det g_{ss}}\,ds$. The cofactor formula for an inverse matrix gives
\begin{equation}
\frac{\det g_{ss}}{\det g}=(g^{-1})_{\xi\xi}=\nabla\xi\cdot M^{-1}\nabla\xi\equiv G ,
\end{equation}
with $M$ the diagonal matrix of masses. The constrained weight is thus the conditional one times $G^{1/2}$, and
\begin{equation}
\langle f_w\rangle_z=\frac{\langle G^{-1/2}f_w\rangle_{\rm constr}}{\langle G^{-1/2}\rangle_{\rm constr}} .
\end{equation}

\section{Geometry of a bond angle}

Let atoms $A$ and $C$ be bound to the vertex $B$, with arms $\mathbf a=\mathbf r_A-\mathbf r_B$ and $\mathbf c=\mathbf r_C-\mathbf r_B$, lengths $a,c$, and $\cos\theta=\hat a\cdot\hat c$. Moving $A$ gives $-\sin\theta\,\nabla_A\theta=(\hat c-\cos\theta\,\hat a)/a$. Therefore
\begin{equation}
\nabla_A\theta=\frac{e_a}{a},\quad \nabla_C\theta=\frac{e_c}{c},\quad
\nabla_B\theta=-\frac{e_a}{a}-\frac{e_c}{c},
\label{eq:grad}
\end{equation}
\begin{equation}
e_a=\frac{\cos\theta\,\hat a-\hat c}{\sin\theta},\qquad
e_c=\frac{\cos\theta\,\hat c-\hat a}{\sin\theta}.
\end{equation}
The vertex gradient follows from translation invariance. Direct multiplication shows that $e_a,e_c$ are unit vectors with
\begin{equation}
e_a\cdot\hat a=e_c\cdot\hat c=0,\quad e_a\cdot\hat c=e_c\cdot\hat a=-\sin\theta,\quad e_a\cdot e_c=-\cos\theta .
\label{eq:products}
\end{equation}
For the last one, the numerator is $\cos^3\theta-\cos\theta-\cos\theta+\cos\theta=-\cos\theta\sin^2\theta$. All this holds for $0<\theta<\pi$; at a straight angle $e_a$ and $e_c$ are undefined.

\section{Fields that move the end atoms}

Let atom $A$ do a share $\lambda$ of the opening and $C$ the rest:
\begin{equation}
w_\lambda=(\lambda a\,e_a,\;0,\;(1-\lambda)c\,e_c)
\label{eq:arm}
\end{equation}
in the order $A,B,C$. Duality holds because $\lambda+(1-\lambda)=1$. For the divergence write $a\,e_a=\cot\theta\,\mathbf a-a\hat c/\sin\theta$. Since $\mathbf a\cdot\nabla_A\theta=0$, the first term gives $3\cot\theta$. The second gives
\begin{equation}
-\hat c\cdot\nabla_A\frac{a}{\sin\theta}
=-\frac{\cos\theta}{\sin\theta}+\frac{a\cos\theta}{\sin^2\theta}\,\frac{e_a\cdot\hat c}{a}
=-2\cot\theta .
\end{equation}
The sum is $\cot\theta$, and likewise for $C$, so that for constant $\lambda$
\begin{equation}
\nabla\cdot w_\lambda=\cot\theta .
\label{eq:cot}
\end{equation}
The thermal term $-k_BT\cot\theta$ is the derivative of $-k_BT\ln\sin\theta$, the free energy due to the solid angle open to an arm. It grows without bound as $\theta\to\pi$.

The difference of the two extreme fields is $w_1-w_0=(a e_a,0,-c e_c)$. With the plane normal $\mathbf m=\hat a\times\hat c/\sin\theta$ one has $\mathbf m\times\hat a=-e_a$ and $\mathbf m\times\hat c=e_c$. The difference is therefore a rigid rotation about $B$ with angular velocity $-\mathbf m$, and
\begin{equation}
f_{1}-f_{0}=\mathbf m\cdot\mathbf N\equiv t ,
\end{equation}
where $\mathbf N$ is the torque about $B$ of the forces on $A$ and $C$. By (\ref{eq:zero}) its mean vanishes. If $V$ is that of an isolated triatomic molecule, $t$ itself vanishes and all shares give the same $f_w$. With further atoms or an external field they in general differ, and from $f_\lambda=f_0+\lambda t$,
\begin{equation}
\mathrm{var}f_\lambda=\mathrm{var}f_0+2\lambda\,\mathrm{cov}(f_0,t)+\lambda^2\,\mathrm{var}\,t,
\qquad \lambda^*=-\frac{\mathrm{cov}(f_0,t)}{\mathrm{var}\,t},
\label{eq:share}
\end{equation}
where $\lambda^*$ minimizes the variance.

One may also add the stretch $u=(\mathbf a,0,0)$, which leaves $\theta$ unchanged and has divergence 3. Then (\ref{eq:zero}) reads $\langle\mathbf a\cdot\nabla_AV\rangle_z=3k_BT$, a virial relation. The mean is unaffected, but the force of a stiff bond now enters $f_w$; added with unit weight it raises the spread strongly, while a small multiple of suitable sign can lower it.

\section{The gradient field}

The mass-weighted gradient gives $w=M^{-1}\nabla\theta/G$; equal masses give the plain gradient. Let $s=1/m_B$, $p=1/m_A+s$ and $q=1/m_C+s$. From (\ref{eq:grad}) and (\ref{eq:products}),
\begin{equation}
G=\frac{p}{a^2}+\frac{q}{c^2}-\frac{2s\cos\theta}{ac}.
\label{eq:G}
\end{equation}
The divergence is
\begin{equation}
\nabla\cdot w=\frac{L\theta}{G}-\frac{M^{-1}\nabla\theta\cdot\nabla G}{G^2},\qquad L=\nabla\cdot M^{-1}\nabla .
\label{eq:divstart}
\end{equation}

For $L\theta$, regard $\theta$ as a function of $\mathbf a$ and $\mathbf c$, so that $\nabla_B=-\nabla_{\mathbf a}-\nabla_{\mathbf c}$ and $L=p\nabla_{\mathbf a}^2+q\nabla_{\mathbf c}^2+2s\nabla_{\mathbf a}\cdot\nabla_{\mathbf c}$. Dividing $a e_a$ by $a^2$ adds no term to its divergence, because $e_a\perp\hat a$; thus $\nabla_{\mathbf a}^2\theta=\cot\theta/a^2$, and similarly for $\mathbf c$. For the mixed term use $e_c=\cot\theta\,\hat c-\hat a/\sin\theta$:
\begin{equation}
\nabla_{\mathbf a}\cdot\frac{e_c}{c}
=\frac1c\left(-\frac{e_a\cdot\hat c}{a\sin^2\theta}-\frac{2}{a\sin\theta}\right)
=-\frac{1}{ac\sin\theta}.
\end{equation}
Adding the parts and replacing $p/a^2+q/c^2$ by $G+2s\cos\theta/(ac)$,
\begin{equation}
L\theta=G\cot\theta+\frac{2s(\cos^2\theta-1)}{ac\sin\theta}
=G\cot\theta-\frac{2s\sin\theta}{ac}.
\label{eq:L}
\end{equation}

For the second part of (\ref{eq:divstart}) we need the change of the bond lengths. Because $\nabla_Ba=-\hat a$,
\begin{equation}
M^{-1}\nabla\theta\cdot\nabla a=s\left(\frac{e_a}{a}+\frac{e_c}{c}\right)\cdot\hat a=-\frac{s\sin\theta}{c},
\quad M^{-1}\nabla\theta\cdot\nabla c=-\frac{s\sin\theta}{a}.
\label{eq:bondchange}
\end{equation}
The chain rule for $G(a,c,\theta)$, with $M^{-1}\nabla\theta\cdot\nabla\theta=G$, gives
\begin{equation}
M^{-1}\nabla\theta\cdot\nabla G=G\,\partial_\theta G-s\sin\theta\left(\frac{\partial_aG}{c}+\frac{\partial_cG}{a}\right).
\end{equation}
From (\ref{eq:G}), $\partial_\theta G=2s\sin\theta/(ac)$, and the bracket is
\begin{equation}
-\frac{2p}{a^3c}-\frac{2q}{ac^3}+\frac{4s\cos\theta}{a^2c^2}=-\frac{2G}{ac}.
\end{equation}
The total is $4sG\sin\theta/(ac)$. With (\ref{eq:L}),
\begin{equation}
\nabla\cdot w=\cot\theta-\frac{6\sin\theta}{m_B\,ac\,G}.
\label{eq:divgrad}
\end{equation}
For $m_B\to\infty$ the vertex stays still, the bond lengths no longer change, and the divergence returns to $\cot\theta$. At finite $m_B$ the field shortens both bonds as it opens the angle, by (\ref{eq:bondchange}) divided by $G$.

\section{Numbers for a model molecule}

Take $k_BT=0.025852$ eV (300 K) and
\begin{align}
V={}&\tfrac12K(\delta a^2+\delta c^2)+\tfrac12K_\theta\,\delta\theta^2+K'(\delta a+\delta c)\,\delta\theta\nonumber\\
&-\mathbf F\cdot(\mathbf a+\mathbf c),
\end{align}
where $\delta$ marks deviations from $a_0=1.0$ \AA, $c_0=1.4$ \AA\ and $\theta_0=2.0$ rad. The constants are $K=30$ eV/\AA$^2$, $K_\theta=3$ eV/rad$^2$, $K'=0.5$ eV/(\AA\,rad). The last term describes charges in the ratio $1:-2:1$ on $A,B,C$ in a uniform electric field; $\mathbf F$ is the force of this field on $A$, with $F=0.1$ eV/\AA. It supplies the torque that distinguishes the shares. For a charge of one $e$ on $A$ this is a field of $10^9$ V/m, and more for smaller partial charges. That is the size of a local field from neighbouring molecules, at or above the breakdown field of SiO$_2$, and the model ignores any polarization by it. At $\theta=1.8$ rad the conditional averages were computed by quadrature over bond lengths and field directions. In eV/rad:

\begin{center}
\begin{tabular}{lrrr}
Field & $\langle w\cdot\nabla V\rangle$ & $-k_BT\langle\nabla\cdot w\rangle$ & spread of $f_w$\\
$A$ moves & $-0.5188$ & $0.0060$ & $0.032$\\
$C$ moves & $-0.5188$ & $0.0060$ & $0.049$\\
half each & $-0.5188$ & $0.0060$ & $0.030$\\
half $+$ stretch & $-0.4412$ & $-0.0715$ & $0.904$\\
plain gradient & $-0.5510$ & $0.0383$ & $0.296$\\
mass gradient & $-0.5242$ & $0.0114$ & $0.035$
\end{tabular}
\end{center}

The mass gradient has $m_B=12\,m_A=12\,m_C$. Before rounding, each row sums to $A'=-0.5127$ eV/rad, or $-0.01884$ hartree/rad. The sign means that the mean force opens the angle towards its rest value. Without the divergence, the plain gradient would make $A'$ too negative by 0.0383 eV/rad, 7.5\% of its size; the arm fields without stretch would err by 1.2\%, the one with stretch by 14\%.

The size of $A'$ can be understood with the bonds held at $a_0,c_0$. The bending spring gives $3\times(1.8-2.0)=-0.6$ eV/rad. Averaging $e^{\beta\mathbf F\cdot\mathbf d}$, with $\mathbf d=\mathbf a+\mathbf c$, over orientations gives $\sinh y/y$, $y=\beta Fd$, and hence a slope $-F(\coth y-1/y)\,\partial d/\partial\theta$. Here $d=1.524$ \AA, $y=5.90$ and $\partial d/\partial\theta=-ac\sin\theta/d=-0.894$ \AA/rad, so this term is $0.1\times0.830\times0.894=0.074$ eV/rad. With the thermal term 0.006 the estimate is $-0.520$ eV/rad. It leaves out the variation of the bond lengths.

The spreads can be estimated too. At fixed $\theta$ the bond deviations are, to leading order, independent Gaussians of variance $k_BT/K=8.62\times10^{-4}$ \AA$^2$. Since $w\cdot\nabla V$ contains $\partial_\theta V$ and the bond forces times $w\cdot\nabla a$ and $w\cdot\nabla c$, the bonds contribute
\begin{equation}
\mathrm{var}f_w\approx\frac{k_BT}{K}\left[(K\,w\cdot\nabla a+K')^2+(K\,w\cdot\nabla c+K')^2\right].
\end{equation}
For the plain gradient at the rest lengths, $w\cdot\nabla a=-0.208$ and $w\cdot\nabla c=-0.291$ \AA/rad. The brackets are $(-5.74)^2+(-8.23)^2=100.7$, which gives a spread of 0.295 eV/rad, close to the 0.296 of the table. The noise of this field thus comes mainly from the stiff bonds. For the arm fields both bond changes vanish and the estimate is 0.021 eV/rad; orientation in the electric field adds the rest.

For a standard error of 0.001 eV/rad one needs $(0.02955/0.001)^2\approx870$ independent samples with equal shares, but about 87\,500 with the plain gradient. The heavy vertex removes most of this penalty by reducing the bond changes to $-0.035$ and $-0.049$ \AA/rad. These are counts of independent samples, not run times. The extra noise of the plain gradient comes from fast bond vibrations, which largely average out along a trajectory, whereas the orientational noise decays slowly. In molecular dynamics the ratio of run times can therefore be far smaller than 100.

The best share follows from three spreads: 0.03193 for $f_1$, 0.04872 for $f_0$ and 0.05739 eV/rad for the torque. Setting $\lambda=1$ in (\ref{eq:share}),
\begin{equation}
\mathrm{cov}(f_0,t)=\tfrac12\left(0.03193^2-0.04872^2-0.05739^2\right)=-0.00232
\end{equation}
in (eV/rad)$^2$, so $\lambda^*=0.00232/0.00329\approx0.71$. The spread falls to 0.027 eV/rad, a small gain over equal shares. It is the best value only among fields that keep the bond lengths fixed: by the estimate above, the bond contribution vanishes for $w\cdot\nabla a=w\cdot\nabla c=-K'/K=-0.017$ \AA/rad, so a slight shortening of both bonds lowers the spread further. This share belongs to this model and this angle.

Integrating $A'$ from 1.8 to 2.2 rad by Gauss--Legendre quadrature gives $A(2.2)-A(1.8)=0.0365$ eV, about $1.4\,k_BT$. The slope changes sign in between: it is $0.092$ eV/rad at 2.0 rad, so the minimum of $A$ lies below the rest angle of the spring.

The divergence is also visible without fixing the angle. Averaging (\ref{eq:main}) over all $z$ gives
\begin{equation}
\langle f_w\rangle=\int\rho A'\,dz=-k_BT\int\rho'\,dz=0,
\end{equation}
because $\rho$ vanishes at $0$ and $\pi$. Metropolis sampling of the Cartesian positions with 4000 independent walkers gave, for the plain gradient, $\langle f_w\rangle=0.0015\pm0.0013$ eV/rad. The potential part alone gave $-0.0381\pm0.0013$ eV/rad. The uncertainties are standard errors from the scatter between walkers. The potential part is thus not a mean force by itself: the divergence supplies the balance.
